# Comment on computing ionic conductivity from a tracer diffusion coefficient

**The argument under review**

The manuscript considers oxygen-vacancy motion in a SrTiO$_3$ resistive-memory film at 600 K. It starts from an oxygen tracer diffusion coefficient $D^*=9.21\times10^{-14}$ cm²/s and a vacant fraction $c=10^{-5}$ of the oxygen sites. It inserts $D^*$ into the Nernst-Einstein relation,

$$\sigma=\frac{Nq^2D^*}{k_BT},$$

where $N$ is the oxygen site density and $|q|=2e$, and obtains an ionic conductivity of $5.78\times10^{-8}$ S/cm. It then takes $D^*/c$ as the vacancy diffusion coefficient and finds that a vacancy drifts 10 nm in 14.0 µs at 0.2 MV/cm. The stated justification is that the vacancies are dilute and do not interact, so that diffusion and conduction count the same hops.

They do count the same hops. The question is whether they weight them equally. I examine this within the manuscript's own assumptions: noninteracting vacancies, $c\ll1$, and one rate $w$ for every exchange of a vacancy with a neighbouring ion, whether or not that ion is a tracer.

**Which diffusion coefficient does a field measure?**

Let a weak force $K$ along $x$ act on a chosen set of ions. Let $Y$ be the summed $x$-displacement of these ions during a time $t$, and $X$ the displacement of whatever is observed. A jump that changes $Y$ by $d$ has its rate multiplied by $e^{Kd/2k_BT}$; the reverse jump gets the inverse factor. Detailed balance fixes the ratio of the two rates; the equal split assumes a saddle point midway along the force.

The force changes the probability of a path in two ways. The jumps made contribute a factor $e^{KY/2k_BT}$. The waiting times contribute $e^{-\int\Delta\Gamma\,dt}$, where $\Delta\Gamma$ is the change in the total escape rate. To first order $\Delta\Gamma=(K/2k_BT)J$, with $J=\sum w\,d$ summed over the jumps possible in the current configuration. Since $\langle X\rangle=0$ without the force,

$$\langle X\rangle_K=\frac{K}{2k_BT}\left\langle X\Big(Y-\int J\,dt\Big)\right\rangle_0 .$$

Without the force, forward and backward rates are equal, so a path and its time reverse are equally probable. Reversal changes the sign of $X$ but not of $\int J\,dt$, which depends only on the configurations visited. Their product averages to zero, and

$$\frac{\langle X\rangle_K}{t}=\frac{K}{k_BT}\,\frac{\langle XY\rangle_0}{2t}.\tag{1}$$

Now observe one ion, $X=x_1$, at long times.

If only this ion feels the force, $Y=x_1$ and $\langle x_1^2\rangle/2t=D^*$. Its mobility is $D^*/k_BT$.

An electric field, however, acts on every ion, so $Y=R=\sum_ix_i$. All ions are equivalent, hence $\langle x_1R\rangle=\langle R^2\rangle/N_{\rm ion}$. Each hop moves one ion opposite to one vacancy, so $R$ is minus the summed vacancy displacement. For $N_v$ independent vacancies $\langle R^2\rangle=2N_vD_vt$, and the ion's mobility is $D_\sigma/k_BT$ with

$$D_\sigma=\frac{N_v}{N_{\rm ion}}D_v\simeq c\,D_v .$$

The current density is $Nq$ times the drift velocity $qFD_\sigma/k_BT$ in a field $F$, so $\sigma=Nq^2D_\sigma/k_BT$. The Nernst-Einstein relation is therefore sound, but the coefficient in it is $D_\sigma$. The manuscript needs $D^*=D_\sigma$, which by (1) would require the force on the *other* ions to leave the tracer's drift unchanged.

**The vacancy's own walk**

In cubic SrTiO$_3$ with lattice constant $a$, the oxygen sites are of three types, with local axes along $x$, $y$ and $z$. Each has eight neighbours at distance $a/\sqrt2$. A $z$-type site has neighbours at $(\pm\frac a2,0,\pm\frac a2)$, which are $x$-type, and at $(0,\pm\frac a2,\pm\frac a2)$, which are $y$-type.

Every site is an inversion centre. Whatever a vacancy did before, its next displacement averages to zero, so successive hops are uncorrelated. With total hop rate $8w$ and squared length $a^2/2$,

$$D_v=\frac16\,(8w)\,\frac{a^2}{2}=\frac23\,wa^2 .$$

The same argument covers a case in which the manuscript's formula would be right. If a few noninteracting ions moved on an otherwise empty lattice of this kind, each ion would make this uncorrelated walk itself, and $D^*=D_\sigma$. Diluteness of the *ions* would justify the formula; diluteness of the vacancies does not.

**The tracer's walk**

A tracer makes jumps $\mathbf r_1,\mathbf r_2,\dots$ at mean rate $8wc$. Squaring the sum of many jumps gives, per jump, $\langle r^2\rangle+2\sum_{n\ge1}\langle\mathbf r_1\cdot\mathbf r_{1+n}\rangle$. Without the second term the diffusion coefficient would be $\frac16(8wc)\frac{a^2}2=D_\sigma$. Hence

$$D^*=fD_\sigma,\qquad f=1+\frac{2\sum_{n\ge1}\langle\mathbf r_1\cdot\mathbf r_{1+n}\rangle}{\langle r^2\rangle}.\tag{2}$$

The sum does not vanish. Just after a jump $\mathbf r_1$ the vacancy sits at $-\mathbf r_1$ from the tracer, ready to take it back. For $c\to0$ only this same vacancy matters: another one arrives much later, from directions unrelated to $\mathbf r_1$.

Put the tracer on a $z$-type site and the vacancy at neighbour $\mathbf n$. Let $P(\mathbf n\to\mathbf m)$ be the probability that their next exchange occurs with the vacancy at neighbour $\mathbf m$; the tracer then moves by $\mathbf m$. These probabilities sum to less than one, because in three dimensions the vacancy may escape for good. The mirror planes and the fourfold axis of the site fix the form of the mean next displacement:

$$\sum_{\mathbf m}P(\mathbf n\to\mathbf m)\,\mathbf m=(\text{axial part }A\,n_{\rm ax},\ \text{transverse part }B\,n_{\rm tr}).$$

Write the mean of *all* later displacements in the same way, with coefficients $g_a$ and $g_t$. After a jump $\mathbf m$ the vacancy is at $-\mathbf m$, and the tracer is on a site of another type. A jump from a $z$-type to an $x$-type site makes $x$ the new axis, so the old axial component becomes transverse and the reverse. Therefore

$$g_a=A(1-g_t),\qquad g_t=B(1-g_a).$$

Substituting the second into the first gives $g_a=A(1-B)+ABg_a$, so

$$g_a=\frac{A(1-B)}{1-AB},\qquad g_t=\frac{B(1-A)}{1-AB}.$$

Each jump has one axial and one transverse component, both of square $a^2/4$. With the vacancy at $-\mathbf r_1$, the sum in (2) is $-(g_a+g_t)a^2/4$. Dividing by $\langle r^2\rangle=a^2/2$ and doubling,

$$f=1-g_a-g_t=\frac{1-AB-A-B+2AB}{1-AB}=\frac{(1-A)(1-B)}{1-AB}.\tag{3}$$

If $A=B$, this reduces to $(1-A)/(1+A)$.

A first estimate keeps only the immediate return, which has probability $1/8$. Then $A=B=1/8$ and $f=7/9\approx0.78$. Longer return paths must be added.

**Summing the return paths**

Let $h(\mathbf s)$ be the mean $z$-component of the tracer's next displacement when the vacancy is at $\mathbf s$. One step of the vacancy gives

$$h(\mathbf s)=\frac18\sum_{\mathbf s'\neq0}h(\mathbf s')+\frac18m_z(\mathbf s),$$

where $\mathbf s'$ runs over the neighbours of $\mathbf s$, and $m_z(\mathbf s)=s_z$ if $\mathbf s$ neighbours the tracer and zero otherwise. The tracer's site is excluded from the sum. The source is odd under $z\to-z$, so the solution for a free walk, with that site included, is also odd and vanishes there. It thus solves the restricted problem too. The same holds for the $x$-component. The free Green function $G=(1-M)^{-1}$ is therefore enough.

Let $c_i=\cos(k_ia/2)$ and $s_i=\sin(k_ia/2)$. Four of the eight hops link a given site to each other type, so $M_{ij}=\frac18(2c_i)(2c_j)=\frac12c_ic_j$ for $i\ne j$, and $M_{ii}=0$. With the column $\mathbf c=(c_x,c_y,c_z)^T$ and the diagonal matrix $\Lambda_i=1+c_i^2/2$,

$$1-M=\Lambda-\tfrac12\mathbf c\mathbf c^T,\qquad G=\Lambda^{-1}+\frac{\Lambda^{-1}\mathbf c\mathbf c^T\Lambda^{-1}}{2(1-S)},$$

where $S=\frac12\mathbf c^T\Lambda^{-1}\mathbf c=t_x+t_y+t_z$ and $t_i=c_i^2/(2+c_i^2)$. Multiplying the two expressions confirms the inverse: the terms in $\mathbf c\mathbf c^T\Lambda^{-1}$ have coefficients $-\frac12+\frac1{2(1-S)}-\frac{S}{2(1-S)}=0$.

For $A$, give each of the eight neighbours the sign of its $z$-component. The Fourier sum of these signs is $4is_z\mathbf v$ with $\mathbf v=(c_x,c_y,0)^T$. Averaging over the eight starting points, with the hop probability $1/8$, gives $A=\frac{16}{64}\langle s_z^2\,\mathbf v^TG\mathbf v\rangle$, where the brackets average over the Brillouin zone. With $p=t_x+t_y$, both $\mathbf v^T\Lambda^{-1}\mathbf v$ and $\mathbf c^T\Lambda^{-1}\mathbf v$ equal $2p$, so $\mathbf v^TG\mathbf v=2p+2p^2/(1-S)=2p(1-t_z)/(1-S)$ and

$$A=\frac12\left\langle\frac{s_z^2(t_x+t_y)(1-t_z)}{1-S}\right\rangle .$$

For $B$, only the four $x$-type neighbours have an $x$-component. Their signs sum to $4is_xc_z$ on the $x$-type sites, so $B=\frac{16}{32}\langle s_x^2c_z^2G_{xx}\rangle$. Since $G_{xx}=\Lambda_x^{-1}[1+t_x/(1-S)]$,

$$B=\left\langle\frac{s_x^2c_z^2(1-t_y-t_z)}{(2+c_x^2)(1-S)}\right\rangle .$$

Numerically $A=0.21602$ and $B=0.14966$. Equation (3) gives

$$f=\frac{0.78398\times0.85034}{1-0.03233}=0.689 .$$

An independent calculation followed the joint Markov chain of one tracer and one vacancy in periodic boxes. Extrapolated to infinite size, it gave 0.68892, the same as (3) to five decimals.

**Where the missing 31% goes**

By (1), a force on all ions except the tracer gives the tracer a drift proportional to $D_\sigma-D^*=(1-f)D_\sigma$. The other ions, pushed by the field, redirect the vacancies around the tracer and so help it along. A tracer experiment without a field contains no such help.

This was tested by computing steady states in a periodic box of 81 sites with one vacancy. Relative to the drift with all ions driven, the tracer's drift was 0.70129 when it alone was driven and 0.29871 when only the others were. The shares add to one. The first exceeds 0.689 because the box is small; it agrees with $f$ computed for the same box.

**Corrected numbers**

The manuscript's $D^*$ corresponds to the following rough parameters: $a=0.39$ nm, hop barrier 0.70 eV, attempt frequency $10^{13}$ s$^{-1}$. With $k_BT=0.0517$ eV,

$$w=10^{13}\,e^{-0.70/0.0517}\ \text{s}^{-1}=1.32\times10^7\ \text{s}^{-1},$$

$$D_v=\tfrac23w(0.39\times10^{-7}\ \text{cm})^2=1.34\times10^{-8}\ \text{cm}^2/\text{s}.$$

Thus $D_\sigma=cD_v=1.34\times10^{-13}$ cm²/s, and multiplying by $f$ returns the quoted $D^*$. With $N=3/a^3=5.06\times10^{22}$ cm$^{-3}$,

$$\sigma=\frac{Nq^2D^*}{f\,k_BT}=8.38\times10^{-8}\ \text{S/cm}.$$

The manuscript's value is 31% below this. At fixed $D^*$ and $c$, its conductivity must be multiplied by $1/f=1.45$.

The drift time needs the same correction. The vacancy mobility is $2eD_v/k_BT=5.17\times10^{-7}$ cm²/Vs, so the speed at 0.2 MV/cm is 0.103 cm/s and the mean drift time over 10 nm, during which diffusion spreads the vacancies by about 5 nm along the field, is 9.7 µs, not 14.0 µs. This is distance over speed, $L/v$, for an unbounded medium in a uniform field. For a vacancy that starts at a blocking electrode, the mean time to first reach $L$ is $(L/v)[1-(1-e^{-P})/P]$ with $P=|q|FL/k_BT=7.7$, or 8.4 µs. Shifting all vacancies by 10 nm against fixed compensating charge builds an opposing field of about 0.013 MV/cm at a relative permittivity of 140, some 6.5% of the applied one. At fixed $c$ all these times scale as $1/D_v$, so the correction by $f$ is the same.

The linear mobility is adequate here. With the saddle point midway along each hop, as assumed above, all site types stay equally occupied in a field along a cube axis, because inversion makes the displacements of incoming and outgoing hops the same set. Of the eight hops, all eight from one site type and four from each of the other two have a component $\pm a/2$ along the field, so

$$v=\frac13(4+2+2)\,\frac a2\,w\cdot2\sinh\frac{|q|Fa}{4k_BT}=\frac83\,wa\sinh\frac{|q|Fa}{4k_BT}.$$

This exceeds its linear part by 0.1% at 0.2 MV/cm and by 2.4% at 1 MV/cm. A hop path that bows away from the titanium ion would change these small corrections, but not the linear mobility.

**How far this carries over to a device**

The parameters are rough, and $c=10^{-5}$ describes a nearly stoichiometric film; a conducting filament may hold far more vacancies, where the dilute value of $f$ has no claim to hold. At the example's density, with a rough relative permittivity of 140, the Coulomb energy of two vacancies 7.8 nm apart, the radius of the volume per vacancy, is $0.10\,k_BT$. This indicates weak interaction but is not a computed change in $D^*/D_\sigma$. Take acceptors on titanium sites at twice the vacancy density, each with six adjacent oxygen sites that bind a vacancy by roughly 0.25 eV. These sites are a fraction $6\times2c=12c$ of all oxygen sites, so there is about $12c\,e^{0.25/0.0517}=0.015$ trapped vacancy per free one; more acceptors would trap more. A tracer of mass 18 instead of 16, with its hop rate scaled as the inverse root of the mass, lowers $D^*$ by 4%. Tunnelling raises the hop rate by an estimated 3%, from the leading correction $(h\nu/k_BT)^2/24$ with the attempt frequency used for the barrier frequency $\nu$; in the same harmonic estimate the quantised vibration in the well adds a factor of about the same size, and neither changes $f$ if all hops share it. Self-heating matters more for the drift time: a rise from 600 to 610 K multiplies $w$ by about 1.25, again without changing $f$ in this model. Finally, $\sigma$ is the ionic part alone. At a rough electron mobility of 1 cm²/Vs, only $5\times10^{11}$ electrons per cm³ carry an equal current, so a measured total conductivity cannot be compared with either value above until the electronic part is separated.

**Recommendation**

The authors should replace $D^*$ by $D^*/f$ in the conductivity and in the vacancy mobility, and state that $f=0.689$ assumes dilute, noninteracting vacancies with equal hop rates. Where those conditions fail, the ratio $D^*/D_\sigma$, known as the Haven ratio, has to be measured or computed for the case at hand. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
A, along site axis (Green function): 0.21602
B, across site axis (Green function): 0.14966
A, B from absorbing walk: 0.21602, 0.14966
f from A and B: 0.68892
f from tracer-vacancy chain: 0.68892
f if only immediate return counted: 0.7778
1/f: 1.4516
81-site box, f: 0.70129
81-site box, relative drift, all ions driven: 1.00000
81-site box, only tracer driven: 0.70129
81-site box, only other ions driven: 0.29871
Strong-field test, qFa/kT: 3.0
Strong-field vacancy drift: 2.19284 w a
Temperature: 600 K
kT: 0.05170 eV
Lattice constant: 0.39 nm
Hop barrier: 0.70 eV
Attempt frequency: 1.0e+13 1/s
Vacant fraction of oxygen sites: 1.0e-05
Vacancy charge: 2 e
Field: 0.2 MV/cm
Hop rate per neighbour w: 1.319e+07 1/s
Oxygen site density: 5.057e+22 1/cm3
Vacancy density: 5.057e+17 1/cm3
Vacancy diffusion coefficient: 1.338e-08 cm2/s
Charge diffusion coefficient: 1.338e-13 cm2/s
Tracer diffusion coefficient: 9.214e-14 cm2/s
Ionic conductivity, correct: 8.384e-08 S/cm
Ionic conductivity, naive: 5.776e-08 S/cm
Naive conductivity error: -31.1 %
Vacancy mobility: 5.174e-07 cm2/Vs
Vacancy mobility, f omitted: 3.564e-07 cm2/Vs
Vacancy drift speed: 1.035e-01 cm/s
Drift distance: 10 nm
Drift time, correct: 9.66 us
Drift time, f omitted: 14.03 us
Field nonlinearity at example field: 0.095 %
Field nonlinearity at 1 MV/cm: 2.39 %
Relative permittivity (rough): 140
Vacancy spacing radius: 7.79 nm
Coulomb energy at that radius / kT: 0.102
Debye length: 14.06 nm
Debye-Hueckel energy / kT: 0.0283
Acceptor binding energy (rough): 0.25 eV
Trapped / free vacancies: 0.0151
Tunnelling correction to hop rate: 2.67 %
Hop-rate factor of mass-18 tracer: 0.9428
Change of D_tracer for mass 18: -4.01 %
Electron mobility (rough): 1.0 cm2/Vs
Electron density matching ionic sigma: 5.23e+11 1/cm3
```
